# Tunnelling through a film with Gaussian thickness variations

## Theorem

A film has local thickness $d$, distributed over its area as a Gaussian of mean $d_0$ and variance $s^2$. Where the film is present, a patch of thickness $d$ transmits the fraction

$$T(d)=P\,e^{-2qd},$$

with $P$ and $q$ the same everywhere. If nonpositive thicknesses carry negligible weight in the transmission, the mean transmission is

$$\langle T\rangle=P\,e^{-2qd_0}\,F,\qquad F=e^{2q^2s^2}. \tag{1}$$

Roughness at fixed mean thickness therefore multiplies the transmission of a flat film by $F$.

The condition on nonpositive thicknesses can be made quantitative. Define

$$u=\frac{d_0}{s},\qquad w=2qs,$$

and let $\Phi$ be the distribution function of a Gaussian variable of mean zero and unit variance. For $P=1$, let $R$ be the true ratio of the mean transmission to $e^{-2qd_0}$, with places of nonpositive thickness either left out of the film or counted as open areas of unit transmission. In both cases

$$0<1-\frac{R}{F}\le\Phi(w-u). \tag{2}$$

The formula is accurate when $u-w\gg1$, that is, when

$$d_0-2qs^2\gg s. \tag{3}$$

This is stronger than $d_0\gg s$, which makes the *area* of nonpositive thickness small but does not make its weight in the transmission small.

**Assumptions.** The electron has a fixed energy and meets the film at normal incidence. The thickness varies slowly along the film, so that each patch acts as a flat barrier and lateral scattering can be neglected. This is a real restriction. Take the barrier of the worked example with one face corrugated sinusoidally at an rms amplitude of 0.2 nm. The patch-by-patch average raises the transmission by 3.5. The two-dimensional problem comes within 3% of this for a period of 20 nm, can fall about 20% short at 5 nm, and gives only 1.5 at 1 nm. Roughness on a lateral scale of a nanometre or less is largely averaged out by the wave, and (1) does not apply to it. A measured junction current also sums over energies and angles, each with its own $q$. The area is large enough for its mean to equal the average over the distribution. The constant $q$ describes the decay of the wave amplitude; the transmitted fraction, being a squared amplitude, decays with $2q$. For a barrier of height $\phi$ above the electron energy and a mass $m$,

$$q=\frac{\sqrt{2m\phi}}{\hbar}.$$

## Lemma 1: the local law

*For a rectangular barrier with the same mass inside and outside and equal potentials on its two sides, $T=P e^{-2qd}$ up to a relative correction of order $e^{-2qd}$.*

**Proof.** Let $k$ be the wave number outside the barrier, which occupies $0<x<d$. The wave is $e^{ikx}+re^{-ikx}$ on the left and $te^{ik(x-d)}$ on the right. At $x=d$ its value is $t$ and its slope is $ikt$. The solution inside the barrier with this value and slope is

$$\psi(x)=t\cosh q(x-d)+\frac{ik}{q}\,t\sinh q(x-d).$$

At $x=0$ this gives, since $\sinh$ is odd,

$$\psi(0)=t\left[\cosh qd-\frac{ik}{q}\sinh qd\right],$$
$$\psi'(0)=t\left[ik\cosh qd-q\sinh qd\right].$$

Matching to the left side requires $1+r=\psi(0)$ and $ik(1-r)=\psi'(0)$. Dividing the second equation by $ik$ and adding the first removes $r$. With $-q/(ik)=iq/k$,

$$2=t\left[2\cosh qd+i\left(\frac qk-\frac kq\right)\sinh qd\right].$$

The wave numbers on the two sides are equal, so $T=|t|^2$. Using $\cosh^2=1+\sinh^2$,

$$\frac1T=1+\left[1+\frac14\left(\frac qk-\frac kq\right)^2\right]\sinh^2qd .$$

The square bracket equals $\frac14(q/k+k/q)^2=g^2$, where $g=(k^2+q^2)/(2kq)$. Hence

$$T=\frac{1}{1+g^2\sinh^2qd}.$$

Now write $\epsilon=e^{-2qd}$, for which $\sinh^2qd=(1-\epsilon)^2/(4\epsilon)$. Then

$$T=\frac{4\epsilon}{4\epsilon+g^2(1-\epsilon)^2}
=\frac{P\epsilon}{1+(P-2)\epsilon+\epsilon^2},\qquad P=\frac4{g^2}.$$

Since $g\ge1$, $P$ lies between 0 and 4, and the coefficient $P-2$ is at most 2 in magnitude. For $\epsilon\ll1$ the denominator tends to one, which proves the lemma. $\square$

The prefactor $P$ depends on the energies but not on the thickness, so it cancels when a rough film is compared with a flat one. At very small $d$ the exponential law fails: the true transmission tends to one as $d\to0$, not to $P$.

## Lemma 2: the Gaussian average

*Integrated over all real $d$, the mean of $e^{-2qd}$ is $e^{-2qd_0}F$.*

**Proof.** The thickness density is

$$p(d)=\frac1{s\sqrt{2\pi}}\exp\left[-\frac{(d-d_0)^2}{2s^2}\right].$$

Put $y=d-d_0$. The factor $e^{-2qd_0}$ comes out of the average, and the remaining exponent is $-y^2/(2s^2)-2qy$. To complete the square, note that

$$(y+2qs^2)^2=y^2+4qs^2y+4q^2s^4 .$$

Dividing by $-2s^2$ gives $-y^2/(2s^2)-2qy-2q^2s^2$. The last term is not in the exponent, so it must be added back:

$$-\frac{y^2}{2s^2}-2qy=-\frac{(y+2qs^2)^2}{2s^2}+2q^2s^2. \tag{4}$$

The first term on the right is a Gaussian of unchanged width with a shifted centre. With its normalization it integrates to one. The constant $2q^2s^2$ leaves the factor $F$. $\square$

The sign of the effect follows from the curvature of the exponential. A patch thinner than the mean by $y$ gains more transmission than a patch thicker by $y$ loses:

$$\frac{e^{2qy}+e^{-2qy}}2=\cosh 2qy\ge1.$$

## Proof of the theorem

Lemma 2 gives (1) as long as the part of the integral at $d\le0$ may be kept without harm. That part has no physical meaning, because there $e^{-2qd}$ exceeds one. To measure the error, set $P=1$ and integrate over positive thicknesses alone. By (4), the integrand is $e^{-2qd_0}F$ times a Gaussian density centred at $d_0-2qs^2$. The fraction of that density above zero is

$$\Phi\left(\frac{d_0-2qs^2}{s}\right)=\Phi(u-w).$$

**Nonpositive thicknesses left out.** The remaining area is the fraction $\Phi(u)$ of the original, and dividing by it restores the normalization:

$$R=F\,\frac{\Phi(u-w)}{\Phi(u)}. \tag{5}$$

Let $a=\Phi(w-u)$ and $b=\Phi(-u)$, so that $\Phi(u-w)=1-a$ and $\Phi(u)=1-b$. Then

$$1-\frac RF=1-\frac{1-a}{1-b}=\frac{a-b}{1-b}.$$

This is positive because $w>0$ makes $a>b$. It is at most $a$, because $a-b\le a(1-b)$ is the same as $ab\le b$, which holds for $a\le1$. This proves (2) for the first treatment.

**Open areas included.** The area fraction $\Phi(-u)$ now transmits fully. Relative to $e^{-2qd_0}$ it contributes $\Phi(-u)e^{2qd_0}$, so

$$R=F\,\Phi(u-w)+\Phi(-u)\,e^{2qd_0}. \tag{6}$$

Subtracting $R/F$ from one gives

$$1-\frac RF=\Phi(w-u)-\frac{\Phi(-u)e^{2qd_0}}F. \tag{7}$$

The subtracted term is positive, so the error is below $\Phi(w-u)$. The error is itself positive: the formula uses $e^{-2qd}>1$ at negative thickness, where the open area transmits one, and so it overestimates the mean. This proves (2) for the second treatment. $\square$

**Why the condition cannot be relaxed to $d_0\gg s$.** The subtracted term in (7) is small for a thick film. Let $\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}$. For $z>u$ the factor $z/u$ exceeds one, so

$$\Phi(-u)=\int_u^\infty\varphi(z)\,dz<\int_u^\infty\frac zu\,\varphi(z)\,dz=\frac{\varphi(u)}u .$$

Moreover $2qd_0=uw$ and $F=e^{w^2/2}$. Since $-u^2/2+uw-w^2/2=-(u-w)^2/2$,

$$\frac{\Phi(-u)e^{2qd_0}}F<\frac{\varphi(u-w)}u .$$

At $u=w$, for instance, the error is more than $0.5-0.4/u$. It approaches one half as $u$ grows, so that (1) is then too large by a factor of two. A film can thus have a vanishing area of nonpositive thickness and still violate (1).

There is also a point beyond which (1) is impossible. With $P=1$ and open areas included, no patch transmits more than one, so $R\le e^{2qd_0}$. The formula exceeds this limit when $2q^2s^2>2qd_0$, or $s^2>d_0/q$.

## Remark 1: where the transmission passes

Equation (4) also gives the distribution of thickness weighted by transmission. It is a Gaussian of width $s$ centred at

$$d_*=d_0-2qs^2 .$$

Half the transmission passes through patches thinner than $d_*$. Their share of the area is

$$\Phi\left(\frac{d_*-d_0}{s}\right)=\Phi(-2qs). \tag{8}$$

The flat film with the same mean transmission has another thickness. Setting $e^{-2qd_{\rm eq}}=e^{-2qd_0+2q^2s^2}$ and taking logarithms gives

$$d_{\rm eq}=d_0-qs^2 .$$

The equivalent thickness is halfway between the mean thickness and $d_*$. Validity is governed by $d_*$, because that is where the integrand has its weight. For a barrier the exponential law of Lemma 1 must also hold there, which needs $2qd_*\gg1$ in addition to (3). A positive $d_{\rm eq}$ is not a sufficient check.

## Remark 2: thickness series

From (1),

$$\ln\langle T\rangle=\ln P-2qd_0+2q^2s^2 .$$

If films of different mean thickness have the same roughness, a plot of $\ln\langle T\rangle$ against $d_0$ keeps the slope $-2q$; roughness shifts the line upward. If the variance grows with thickness as $s^2=ad_0$, with $a$ a constant length, the slope becomes

$$-2q(1-qa).$$

Within the Gaussian formula, a decay constant read from this slope is too small by the factor $1-qa$. Condition (3) requires $2qa<1$ here, since $d_*=d_0(1-2qa)$ must be positive.

A growth model with this variance shows how far the Gaussian assumption can be trusted. Let each site receive $n$ layers of thickness $a$, with $n$ Poisson distributed about the mean $\lambda=d_0/a$. The variance of $n$ is $\lambda$, so the thickness $an$ has variance $a^2\lambda=ad_0$. Direct summation gives

$$\langle e^{-2qan}\rangle=e^{-\lambda}\sum_{n=0}^\infty\frac{(\lambda e^{-2qa})^n}{n!}
=\exp\left[-\frac{d_0}a\left(1-e^{-2qa}\right)\right].$$

Expanding the inner exponential to third order in $2qa$, the exponent is

$$-2qd_0+2q^2ad_0-\frac43q^3a^2d_0+\cdots .$$

The first two terms are the Gaussian result. The third grows with $d_0$. Although the centre of the Poisson distribution becomes more nearly Gaussian as the film thickens, the Gaussian formula for the mean transmission does not become more accurate. For $2qa\ll1$ it needs $\frac43q^3a^2d_0\ll1$ as well. The reason is that the transmission samples the thin tail, and the shift $2qs^2=2qad_0$ into that tail grows faster than the width $\sqrt{ad_0}$.

In this growth model the slope of $\ln\langle T\rangle$ against $d_0$ is $-(1-e^{-2qa})/a$, so the factor $1-qa$ found above applies only when $qa\ll1$. Layers of 0.3 nm with $q=4.58\ \mathrm{nm}^{-1}$ have $qa=1.4$ and do not meet this condition.

## Remark 3: weak roughness and other distributions

For weak roughness the result depends on the variance alone. Let $y=d-d_0$ have mean zero, variance $s^2$ and a bound $|y|\le L$. Expanding the exponential,

$$\langle e^{-2qy}\rangle=1+2q^2s^2+\text{remainder}.$$

The linear term vanishes because $\langle y\rangle=0$. For $z=2qy$ the remainder of the exponential series after the quadratic term is at most $|z|^3e^{|z|}/6$. Using $|z|^3\le2qL\,z^2$ and $\langle z^2\rangle=4q^2s^2$, the remainder relative to $2q^2s^2$ is at most $2qL\,e^{2qL}/3$. It is negligible when $2qL\ll1$.

For stronger roughness the shape matters. A uniform distribution between $d_0-h$ and $d_0+h$ has variance $h^2/3$, so equal variance requires $h=\sqrt3\,s$. Its ratio is

$$\frac1{2h}\int_{-h}^{h}e^{-2qy}\,dy=\frac{\sinh x}x,\qquad x=2qh=2\sqrt3\,qs .$$

For small $x$ this is $1+x^2/6=1+2q^2s^2$, in agreement with the general expansion. For large $x$ it grows as $e^x/(2x)$, with an exponent linear in $s$ instead of quadratic, because the uniform distribution has no patches thinner than $d_0-h$.

## Remark 4: a finite contact

The mean is carried by a minority of patches, so a small contact may not sample it. Replacing $q$ by $2q$ in Lemma 2 gives $\langle e^{-4qd}\rangle=e^{-4qd_0+8q^2s^2}$. The square of the mean is $e^{-4qd_0+4q^2s^2}$. The variance of the transmission relative to the squared mean is therefore

$$\frac{\langle T^2\rangle}{\langle T\rangle^2}-1=e^{4q^2s^2}-1 .$$

For $N$ independent patches the variance of their average is smaller by $N$, and its relative standard error is

$$\sqrt{\frac{e^{4q^2s^2}-1}{N}} . \tag{9}$$

The integrand of the second moment has its weight around $d_0-4qs^2$, so these formulas need $d_0-4qs^2\gg s$, which is stricter than (3).

A single patch behaves differently from the mean. Since $T$ falls steadily with $d$, its median is $T(d_0)$: half of all patches transmit less than the flat film, whatever the value of $F$.

## Worked example

The parameters are round model values: a barrier height of 2.0 eV above the electron energy, an electron energy of 1.0 eV outside the barrier, a mass of 0.4 electron masses throughout, $d_0=2.00$ nm and $s=0.20$ nm. They give $q=4.5823\ \mathrm{nm}^{-1}$ and

$$qs=4.5823\times0.20=0.91646,$$
$$2q^2s^2=2\times(0.91646)^2=1.6798,\qquad F=e^{1.6798}=5.36 .$$

The flat-film exponential is $1.096\times10^{-8}$, and the average over the distribution is $5.88\times10^{-8}$. A roughness of one tenth of the mean thickness thus raises the transmission more than fivefold.

The rectangular barrier has $P=3.556$. Its flat and mean transmissions, computed by matching waves at each thickness, are $3.896\times10^{-8}$ and $2.090\times10^{-7}$. Their ratio is again 5.36, which confirms that the prefactor cancels. Random sampling of four million thicknesses gives 5.372; its relative difference from the formula, about 0.14%, is within the expected standard error of 0.26%.

The two characteristic thicknesses are

$$d_{\rm eq}=2.00-4.582\times0.04=1.817\ \mathrm{nm},$$
$$d_*=2.00-2\times4.582\times0.04=1.633\ \mathrm{nm}.$$

Half the transmission passes through 3.3% of the area. The relative variance is 27.8, so a standard error of 10% needs $27.778/0.01\approx2778$ independent patches. A uniform distribution of the same variance gives a ratio of 3.76 instead of 5.36: at this roughness the variance alone no longer fixes the answer.

Here $u-w=8.17$, and the bound (2) on the relative error from nonpositive thicknesses is about $2\times10^{-16}$. The simple formula is safe within the model.

**A rougher film.** Now let $s=0.45$ nm with all else unchanged. The mean thickness is still $u=4.44$ standard deviations above zero, and the area of nonpositive thickness is only $4.4\times10^{-6}$ of the total. The weighted centre, however, has moved to $d_*=0.144$ nm, and $u-w=0.32$. Condition (3) fails.

With $P=1$, the simple formula gives a ratio of 4934. Leaving out nonpositive thicknesses gives 3087, and counting them as open areas gives 3489. Relative to these values the formula is too high by 60% and 41%. The open areas contribute

$$\frac{4.406\times10^{-6}}{1.0958\times10^{-8}}=402$$

to the ratio, or about 12% of the total transmission, from a few millionths of the area. These values belong to the exponential law with $P=1$. They are not predictions for the rectangular barrier, whose transmission departs from that law at the small thicknesses that now matter.

**A practical limit.** Requiring $u-w=3$ means $d_0/s-2qs=3$. Multiplication by $s$ gives $2qs^2+3s-d_0=0$, whose positive root is

$$s=\frac{-3+\sqrt{9+8qd_0}}{4q}=0.331\ \mathrm{nm}.$$

At this roughness the bound (2) is 0.135% of $F$. The actual deviation with open areas included is 0.063% of $F$, about half the bound, because the open-area term in (7) offsets part of the error. Both figures belong to the exponential law with $P=1$. For the rectangular barrier the deviation at this roughness is larger, about 0.8%, because its thin patches depart from that law. The same rule $u-w=3$ leaves a deviation of about 2.5% for $d_0=1$ nm and 7% for $d_0=0.5$ nm, so it is not sufficient for thinner barriers. The numerical output below gives the values for the exponential law and, at $s=0.20$ nm, for the rectangular barrier.

## Computed results

```
barrier height above electron energy: 2.0 eV
electron energy outside barrier: 1.0 eV
mass: 0.4 electron masses
mean thickness d0: 2.00 nm
roughness s: 0.20 nm
decay constant q: 4.5823 1/nm
outside wave number k: 3.2402 1/nm
product q s: 0.9165 (dimensionless)
exponent 2 q^2 s^2: 1.6798 (dimensionless)
flat-film exponential exp(-2 q d0): 1.0958e-08 (dimensionless)
mean exponential by quadrature: 5.8784e-08 (dimensionless)
enhancement by quadrature: 5.3645 (ratio)
enhancement by formula: 5.3645 (ratio)
enhancement by random sampling: 5.3722 (ratio)
number of random samples: 4000000 (count)
expected relative sampling error: 0.00264 (fraction)
barrier prefactor P: 3.5556 (dimensionless)
flat rectangular-barrier transmission: 3.8962e-08 (fraction)
mean rectangular-barrier transmission: 2.0901e-07 (fraction)
rectangular-barrier enhancement: 5.3645 (ratio)
equivalent flat thickness: 1.8167 nm
centre of transmission-weighted thickness: 1.6334 nm
width of transmission-weighted thickness: 0.2000 nm
area carrying half the transmission: 3.341 percent
relative variance of transmission: 27.778 (ratio)
patches for 10 percent standard error: 2778 (count)
uniform-distribution enhancement: 3.7607 (ratio)
main case, area with d <= 0: 7.62e-24 (fraction)
main case, u - w: 8.167 (dimensionless)
main case, error bound: 1.58e-16 (fraction)
wide case, roughness: 0.45 nm
wide case, u: 4.444 (dimensionless)
wide case, u - w: 0.320 (dimensionless)
wide case, weighted centre: 0.1442 nm
wide case, area with d <= 0: 4.406e-06 (fraction)
wide case, simple formula: 4934.4 (ratio)
wide case, nonpositive d excluded: 3087.2 (ratio)
wide case, open areas included: 3489.3 (ratio)
wide case, open-area contribution: 402.1 (ratio)
roughness where u - w = 3: 0.3313 nm
relative deviation there, open areas: -6.344e-04 (fraction)
error bound there: 1.350e-03 (fraction)
```
